# Exponential and linear growth of a triangular island by kink-pair nucleation

**Question**

I am trying to model a monolayer island that stays an equilateral triangle while it grows. Each edge advances row by row. A new row starts when a kink pair nucleates somewhere along the edge, at a rate $J$ per unit edge length and time. The two kinks then run apart at speed $c$ until the row is complete. The row spacing is $h$, and the atomic repeat along the edge is $a=2h/\sqrt3$.

I am told that the side length $L$ first grows exponentially and later linearly. I can see that a longer edge nucleates more rows, but I don't know how to turn that into a growth law for the triangle with the right prefactor. I am also stuck on the changeover. Comparing the row-filling time with the waiting time for a nucleation gives a scale, but its numerical factor seems arbitrary. When does growth become linear, and how sharp is the change?

For numbers I use rough values meant for vapour-grown MoS$_2$: $a=0.316$ nm, $J=40\ \mu\mathrm{m}^{-1}\mathrm{s}^{-1}$, $c=20\ \mu$m/s, and a 50 nm seed.

**Answer**

Take $J$ and $c$ constant and uniform along the edges. Assume also that the corners refill quickly, so that the triangle keeps its shape, and that the critical nucleus is much shorter than $L$.

**From edge advance to side length**

Let $r_1,r_2,r_3$ be the distances of the three edges from a fixed interior point. Joining that point to the corners cuts the triangle into three pieces of area $Lr_i/2$. Their sum is the full area:

$$\frac L2(r_1+r_2+r_3)=\frac{\sqrt3}{4}L^2
\quad\Rightarrow\quad L=\frac{2}{\sqrt3}(r_1+r_2+r_3).$$

One new row on one edge raises one $r_i$ by $h$, so the side grows by $2h/\sqrt3=a$. If every edge advances at normal speed $v$, then

$$\frac{dL}{dt}=\frac{2}{\sqrt3}\,3v=2\sqrt3\,v. \tag{1}$$

**One nucleation per row**

An edge receives $JL$ nucleations per unit time. If each row is finished before the next nucleation, each nucleation yields one row, and $v=hJL$. Equation (1) becomes

$$\frac{dL}{dt}=kL,\qquad k=2\sqrt3\,hJ=3aJ,\qquad L=L_0e^{kt}. \tag{2}$$

The growth is exponential because every completed row lengthens the edges on which later rows can start.

Nucleation is random, so (2) describes the mean. Let $N=L/a$. The three edges together produce rows at the rate $3JL=kN$, and each row raises $N$ by 1. Hence $d\langle N\rangle/dt=k\langle N\rangle$. Since $(N+1)^2-N^2=2N+1$,

$$\frac{d\langle N^2\rangle}{dt}=2k\langle N^2\rangle+k\langle N\rangle .$$

Subtracting $d\langle N\rangle^2/dt=2k\langle N\rangle^2$ gives an equation for the variance $V$:

$$\frac{dV}{dt}=2kV+kN_0e^{kt},\qquad V(0)=0
\quad\Rightarrow\quad V=N_0e^{kt}(e^{kt}-1).$$

The relative variance is $V/\langle N\rangle^2=(1-e^{-kt})/N_0$. The relative scatter therefore levels off at $1/\sqrt{N_0}$, which is set by the seed.

**How the exponential law first fails**

Suppose two nucleations occur at $x$ and $x'$, a time $\Delta t$ apart. If $\Delta t<|x-x'|/c$, the first row has not reached the second site. Both nuclei then belong to the same row, and one of them is wasted. Such pairs occur at the rate

$$J^2\int_0^L\!dx\int_0^L\!dx'\,\frac{|x-x'|}{c}=\frac{J^2L^3}{3c},$$

because the double integral of $|x-x'|$ is $2\int_0^L (x^2/2)\,dx=L^3/3$. To leading order in the losses,

$$v=hJL\left(1-\frac{JL^2}{3c}+\dots\right). \tag{3}$$

The controlling quantity is $JL^2/c$, the number of nucleations on an edge during the time $L/c$ that a kink needs to cross it. This is the scale you found. Its numerical factor follows from the opposite limit.

**A long edge**

When many nuclei share a row, let $n_+$ and $n_-$ be the numbers of right- and left-moving kinks per unit length. Opposite kinks approach at relative speed $2c$ and annihilate. If their positions are uncorrelated, the annihilation rate per length is $2c\,n_+n_-$. In a steady state this balances creation:

$$J=2c\,n_+n_-,\qquad n_+=n_-=\sqrt{\frac{J}{2c}}.$$

Each kink that passes a point advances the edge there by $h$, and kinks pass at the rate $c(n_++n_-)$. Therefore

$$v_\infty=hc(n_++n_-)=h\sqrt{2Jc}. \tag{4}$$

This speed doesn't depend on $L$, so the side grows linearly, with $dL/dt=2\sqrt3\,h\sqrt{2Jc}$. Extra length still brings extra nuclei, but most kinks now end by meeting another kink, not by reaching a corner.

A natural definition of the changeover is the length at which the two limiting speeds agree:

$$hJL_*=h\sqrt{2Jc}\quad\Rightarrow\quad L_*=\sqrt{\frac{2c}{J}}. \tag{5}$$

At $L=L_*$ there are $JL_*^2/c=2$ nucleations per kink-crossing time. Another criterion would change the factor, so the width of the crossover matters too.

**Between the limits**

Keep the assumption of uncorrelated kinks, but let the densities vary along an edge $-L/2<x<L/2$. In a steady state,

$$c\,n_+'=J-2cn_+n_-,\qquad -c\,n_-'=J-2cn_+n_- .$$

No kinks enter from the corners, so $n_+(-L/2)=0$ and $n_-(L/2)=0$. Subtracting the second equation from the first gives $(n_++n_-)'=0$. Thus $s=n_++n_-$ is constant, and the whole edge advances at $v=hcs$.

Now let $d=n_+-n_-$. Adding the equations and using $4n_+n_-=s^2-d^2$,

$$d'=\frac{2J}{c}-4n_+n_-=\kappa^2+d^2,\qquad \kappa^2=\frac{2J}{c}-s^2 .$$

By symmetry $d(0)=0$. At the right corner $n_-=0$, so $d=s>0$ there. This requires $\kappa^2>0$, since otherwise $d$ could not rise from zero. The solution is $d=\kappa\tan\kappa x$. With $\varphi=\kappa L/2$, the corner condition reads $s=\kappa\tan\varphi$. Inserting it into the definition of $\kappa$,

$$\frac{2J}{c}=\kappa^2(1+\tan^2\varphi)=\frac{\kappa^2}{\cos^2\varphi}
\quad\Rightarrow\quad
\kappa=\sqrt{\frac{2J}{c}}\cos\varphi,\quad s=\sqrt{\frac{2J}{c}}\sin\varphi .$$

Since $\sqrt{2J/c}=2/L_*$, multiplying $\kappa$ by $L/2$ and $s$ by $hc$ gives

$$\varphi=u\cos\varphi,\qquad v=v_\infty\sin\varphi,\qquad u=\frac{L}{L_*}. \tag{6}$$

For small $u$, $\varphi\simeq u-u^3/2$, so $\sin\varphi\simeq u-u^3/2-u^3/6=u(1-2u^2/3)$. Because $u^2=JL^2/2c$, this agrees with (3). For large $u$, write $\varphi=\pi/2-\epsilon$. Then $\epsilon\simeq\pi/(2u)$ and $\sin\varphi\simeq1-\pi^2/(8u^2)$, which tends to (4).

Equation (6) is still a mean-field result, because it neglects correlations between kinks. I compared it with a simulation of 30,000 random nucleations on an edge of fixed length, at each of several lengths:

| $L/L_*$ | $v/v_\infty$, simulated | $v/v_\infty$, from (6) |
|---:|---:|---:|
| 0.25 | 0.239 | 0.240 |
| 1 | 0.656 | 0.674 |
| 2 | 0.821 | 0.857 |
| 4 | 0.914 | 0.950 |
| 8 | 0.951 | 0.985 |
| 16 | 0.974 | 0.996 |

Each simulated entry is a single run, with a statistical scatter of about 0.005 for $u\ge2$, so the last digit is not significant. Within that scatter, (6) exceeds the simulated speed most, by about 4 to 5%, for $u$ between 2 and 4. The simulation also approaches the terminal speed more slowly. Its shortfall is 0.086 at $u=4$, 0.049 at $u=8$ and 0.026 at $u=16$, so it falls roughly as $1/u$ over this range, not as $1/u^2$. The ratio of modified Bessel functions $v/v_\infty=I_2(4u)/I_1(4u)$, quoted here without derivation, reproduces (3) at small $u$, matches the simulated column to within about 0.006, and tends to $1-3/(8u)$ at large $u$.

At $u=0.25$, 95.7% of the simulated nucleations produce a row, against 95.8% from (3). At $u=1$ the simulated fraction is 66%. The exponential law is therefore good up to about $L_*/4$ and poor at $L_*$ itself.

**The growth law in time**

Put $v=v_\infty\sin\varphi$ into (1) and divide by $L_*$. The prefactor is

$$\frac{2\sqrt3\,h\sqrt{2Jc}}{L_*}=2\sqrt3\,h\sqrt{2Jc}\sqrt{\frac{J}{2c}}=2\sqrt3\,hJ=k,$$

so $du/d(kt)=\sin\varphi$. From $u=\varphi/\cos\varphi$,

$$du=\left(\frac1{\cos\varphi}+\frac{\varphi\sin\varphi}{\cos^2\varphi}\right)d\varphi,
\qquad
k\,dt=\left(\frac{1}{\sin\varphi\cos\varphi}+\frac{\varphi}{\cos^2\varphi}\right)d\varphi .$$

The first term is $\cot\varphi+\tan\varphi$, whose integral is $\ln\sin\varphi-\ln\cos\varphi$. Integrating the second by parts gives $\varphi\tan\varphi+\ln\cos\varphi$. The $\ln\cos\varphi$ terms cancel, and $\varphi\tan\varphi=u\sin\varphi$. Hence

$$kt=\Big[\ln\sin\varphi+u\sin\varphi\Big]_{\rm start}^{\rm now}. \tag{7}$$

While $u\ll1$ the logarithm dominates and $kt\simeq\ln(L/L_0)$, which is exponential growth. When $u\gg1$, $\sin\varphi\to1$ and the term $u\sin\varphi$ takes over. For a small seed, $\ln\sin\varphi_0+u_0\sin\varphi_0\simeq\ln u_0$, so

$$L\simeq kL_*\,(t-t_*),\qquad t_*\simeq\frac1k\ln\frac{L_*}{L_0}. \tag{8}$$

Here $t_*$ is the time at which the unchecked exponential would reach $L_*$. Within the mean-field law (7) it is also where the late straight line extrapolates back to zero length. A shortfall $3/(8u)$ in the edge speed instead gives $kt\simeq u+\tfrac38\ln u+\text{const}$, so the slope still tends to $kL_*$ but the intercept drifts logarithmically. For the numbers below, the Bessel form puts $t-L/(kL_*)$ at 84 s for $L=8\ \mu$m and 97 s for $L=30\ \mu$m, against $t_*=79$ s. If $L_0$ is already comparable with $L_*$, there is no clear exponential stage.

Using a steady edge speed also requires the corners to move slowly compared with the kinks. A corner moves along its edge at half of $dL/dt$, which is at most $\sqrt3\,v_\infty$. Its ratio to $c$ is $\sqrt3\,h\sqrt{2J/c}=\sqrt{12}\,h/L_*$, so the condition is $h\ll L_*$.

I also simulated whole islands with three random edges and moving corners, using $L_*=400h$ and starting at $L=0.3L_*$. Averaged over four islands, the values of $kt$ needed to reach $L_*$ and $4L_*$ were 1.48 and 5.03. Equation (7) gives 1.45 and 4.92, about 2% less in both cases. Each island starts with $120h/a\approx104$ repeats, so seed noise alone can shift the four-island mean by about $1/\sqrt{4\times104}\approx0.05$. The comparison supports the growth law but doesn't resolve its small error. Integrating the Bessel form of the edge speed gives 1.47 and 5.09, which suggests that (7) is short by about 1% and 3%, not by the same 2%.

**Your numbers**

The exponential rate is

$$k=3(0.316\times10^{-3}\,\mu\mathrm m)(40\,\mu\mathrm m^{-1}\mathrm s^{-1})=0.0379\ \mathrm s^{-1},$$

which means a doubling time of 18 s. The changeover length is

$$L_*=\sqrt{\frac{2\times20}{40}}\ \mu\mathrm m=1.0\ \mu\mathrm m .$$

With $h=0.2737$ nm and $\sqrt{2Jc}=40\ \mathrm s^{-1}$, the terminal edge speed is $v_\infty=10.95$ nm/s. The side then grows at $2\sqrt3\,v_\infty=38$ nm/s, or $2.3\ \mu$m/min.

The seed has $u_0=0.05$, so $t_*=\ln(20)/k=79$ s. Equation (7) puts the actual arrival at $L_*$ slightly later, at 86 s, because some nuclei have already been wasted. The island is then growing at about two thirds of its terminal rate. It reaches 90% of that rate at $L=2.6\ \mu$m according to (6), and at about $3.6$ to $3.7\ \mu$m according to the simulated edge speeds. The approach to the plateau is so gradual that a 4% error in speed moves this length considerably. For these parameters, growth is close to linear once the side exceeds about 3 to $4\ \mu$m.

A side of $8\ \mu$m is reached after 286 s by (7), or 295 s with the simulated edge speeds. Continuing the exponential to 286 s would give about 2.6 mm. The seed contains $50/0.316\approx158$ repeats, so the size scatter in the exponential stage heads towards $1/\sqrt{158}\approx8\%$ and is about 7% at $L_*/4$. This corresponds to about 2 s in arrival time. The corner-to-kink speed ratio is about $10^{-3}$, so the steady-edge condition is well satisfied.

**How this compares with real growth**

Monolayer MoS$_2$ grown from vapour near 1050 K can form triangles several micrometres across within minutes, and your $J$ and $c$ place the model in that rough range. They are not measured values. One assumption that can fail is a constant adatom density at the edges. Let $F$ be the supply in monolayers per second and $\ell$ the distance an adatom diffuses before desorbing. Near a straight edge fed from one side, the adatom density relaxes to its far value as $e^{-x/\ell}$. If the density at the edge is lowered by a fraction $q$, the diffusive flux into the edge is $F\ell q$. An edge advancing at $v$ consumes a flux $v$ in these units, so $q=v/(F\ell)$. For assumed values $F=0.05\ \mathrm s^{-1}$ and $\ell=3\ \mu$m, the unreduced terminal speed gives

$$q=\frac{0.01095}{0.05\times3}=7.3\%.$$

If $J$ varies as the square of the density and $c$ in proportion to it, then $v_\infty\propto\sqrt{Jc}$ varies as its $3/2$ power. This $q$ would lower the terminal speed by 10.7%. For an isolated island and these exponents, that is an upper estimate, for two reasons. The slowed edge consumes less and so depletes its surroundings less. Also, an island whose side is comparable with $\ell$ draws in adatoms from beyond its corners, which an endless straight edge cannot do. The loss is therefore at most about a tenth for an isolated island with these assumed values. The bound fails when other islands lie within about $\ell$. A facing edge at a gap $g$ multiplies $q$ by $\coth(g/2\ell)$, and for $g=3\ \mu$m the loss, allowing for the slowed edge, is about 19%. A steeper dependence of $J$ on density also raises the loss, to about 15% if $J$ varies as the fourth power. It is also uneven, because the corners are better supplied than the middle of an edge. For the same undepleted $J$ and $c$, a smaller product $F\ell$ would increase it, and strong depletion would invalidate the constant-$J$, constant-$c$ model.

Temperature also shifts the changeover. If $J$ and $c$ are thermally activated with barriers $E_J$ and $E_c$, then $L_*\propto\exp[(E_J-E_c)/2k_BT]$. For an assumed difference of 1.5 eV, with prefactors and supply held fixed, heating by 10 K from 1050 K lowers $L_*$ by 7.5%. The remaining values are in the numerical output below.

## Computed results

```
INPUTS (rough values)
edge repeat a = 0.316 nm, row spacing h = 0.2737 nm
nucleation rate J = 40.0 per um per s, kink speed c = 20.0 um/s
seed side = 50 nm, final side = 8.0 um, T = 1050 K
RESULTS
exponential rate k = 0.03792 1/s, e-folding time = 26.37 s
doubling time = 18.28 s
crossover side Lstar = 1.000 um
terminal edge speed = 10.95 nm/s
terminal dL/dt = 37.92 nm/s = 2.275 um/min
pure exponential reaches Lstar at 79.0 s
closure reaches Lstar at 86.3 s
closure speed at Lstar / terminal speed = 0.6736
closure reaches final side at 286.3 s
same with simulated edge speeds = 294.7 s
pure exponential side at closure final time = 2594 um
late-line time intercept (closure) = 79.0 s
side at 90% terminal speed: closure 2.57 um, simulation 3.61 um
EDGE SPEED / TERMINAL SPEED (dimensionless)
L/Lstar  0.25: simulation 0.2393, closure 0.2403, rows per nucleation 0.9572
L/Lstar  0.50: simulation 0.4322, closure 0.4351, rows per nucleation 0.8644
L/Lstar  1.00: simulation 0.6559, closure 0.6736, rows per nucleation 0.6559
L/Lstar  2.00: simulation 0.8205, closure 0.8572, rows per nucleation 0.4102
L/Lstar  4.00: simulation 0.9137, closure 0.9497, rows per nucleation 0.2284
L/Lstar  8.00: simulation 0.9509, closure 0.9847, rows per nucleation 0.1189
L/Lstar 16.00: simulation 0.9739, closure 0.9957, rows per nucleation 0.0609
pair-loss estimate of rows per nucleation at L/Lstar 0.25 = 0.9583
WHOLE-ISLAND SIMULATION from L/Lstar = 0.3 (mean of 4, k*t)
to L/Lstar 1.0: simulation 1.484, closure 1.453
to L/Lstar 4.0: simulation 5.029, closure 4.922
BIRTH-PROCESS TEST (side in repeats)
start 20, k*t = 1.5: mean 89.48, formula 89.63
relative scatter 0.1977, formula 0.1971
NEGLECTED EFFECTS
supply = 0.05 monolayer/s, diffusion length = 3.0 um
adatom depletion at terminal speed = 7.3 %
estimated loss of terminal speed = 10.7 %
seed scatter of side = 7.9 %, of arrival time = 2.10 s
barrier difference = 1.5 eV, temperature offset = +10 K
resulting change of Lstar = -7.5 %
corner speed / kink speed = 9.48e-04
kink correlations: change of final time = 2.9 %
```
